# The Simple Coulombic Correction for Neglected Small-Component Repulsion, part 2

Four-component mean-field calculations often omit the $(SS|SS)$ integrals, the electron repulsion between small-component densities. Distant neutral atoms then attract spuriously. Do free-atom charges still correct this when the orbitals respond?

We use Gaussian units. The electron has mass $m$ and charge $-e$, and $\alpha=e^2/(\hbar c)$. The nuclear charge is $Ze$. The one-electron operator contains $c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2$, where $\beta$ is $+1$ on large and $-1$ on small components. Atom $A$ has $N_A$ electrons, of which $q_A$ (the small charge, a positive number) are in the small component. For a single atom we write $N$ and $q$.

For fixed spherical clouds at distance $R$, the omission leaves

$$
\boxed{E_{\rm spur}(R)=-\frac{e^2q_Aq_B}{R}}
$$

The correction adds the opposite term, with fixed free-atom charges:

$$
\boxed{E_{\rm corr}=E_{\rm drop}+\sum_{A<B}\frac{e^2q_Aq_B}{R_{AB}}}
$$

Here $E_{\rm drop}$ is the energy without $(SS|SS)$. Averaging over spherical shells shows that the point-charge repulsion is an upper limit to that of the clouds; the difference is the penetration error. One-centre $(SS|SS)$ terms shift each atom's energy, but equal shifts cancel in interaction energies.

Let $\mathcal E_A[\psi_A]$ be the energy functional of atom $A$ alone, including rest energy, with orbitals $\psi_A$. For distant atoms the functional without interatomic $(SS|SS)$ repulsion is

$$
\mathcal F=\mathcal E_A[\psi_A]+\mathcal E_B[\psi_B]-\frac{e^2}{R}\,q_A[\psi_A]\,q_B[\psi_B].
$$

With the orbitals of $B$ fixed, those of $A$ make stationary

$$
\mathcal E_A[\psi_A]-u\,q_A[\psi_A],\qquad u=\frac{e^2q_B}{R}.
$$

The constant potential energy $-u$ on the small component combines with the rest energy:

$$
mc^2\beta-u\,\frac{1-\beta}{2}=-\frac u2+\left(mc^2+\frac u2\right)\beta .
$$

It thus equals a constant $-u/2$ per electron and a change of the rest energy from $mc^2$ to

$$
M=mc^2+\frac u2 ,
$$

with $c$ in $c\,\boldsymbol\alpha\cdot\mathbf p$ unchanged. We now need the dependence of an atom's energy on $M$.

### Scaling the atom

For a set of orbitals $\psi$, write the functional with rest energy $M$ as

$$
\mathcal E_M[\psi]=T+V+Mb .
$$

Here $T$ is the expectation value of $\sum c\,\boldsymbol\alpha\cdot\mathbf p$, $V$ is the whole Coulomb energy including exchange, and $b$ is the expectation value of $\sum\beta$. Scale all orbitals by

$$
\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r).
$$

This keeps them orthonormal. The momentum is a first derivative, so $T\to\lambda T$. Every term in $V$ contains one inverse distance, so $V\to\lambda V$ for a point nucleus. The matrix $\beta$ contains no length, so $b$ stays the same. Hence

$$
\mathcal E_M[\psi_\lambda]=\lambda(T+V)+Mb .
$$

Two conclusions follow. First, a self-consistent solution for the actual rest energy $mc^2$ is stationary at $\lambda=1$, which requires $T+V=0$. Its energy is

$$
E_{\rm abs}=mc^2b .
$$

Second, choose $\lambda=M/(mc^2)$. Then

$$
\mathcal E_M[\psi_\lambda]=\frac{M}{mc^2}\left(T+V+mc^2b\right)=\frac{M}{mc^2}\,\mathcal E_{mc^2}[\psi].
$$

The two functionals are proportional when compared at scaled orbitals. A stationary solution for $mc^2$ thus becomes, after scaling, a stationary solution for $M$. Its energy is multiplied by $M/(mc^2)$, and $b$ is unchanged. The atom is smaller by the factor $1/\lambda$.

The argument uses only that all interaction terms scale as an inverse length. It therefore also holds when the $(SS|SS)$ part of $V$ is missing. It holds as well when exchange is replaced by the local form proportional to $\int\rho^{4/3}d^3r$: the density scales as $\lambda^3$, its power as $\lambda^4$, and the volume element removes a factor $\lambda^3$.

### The small charge is a binding energy

Since $\beta$ counts large minus small components,

$$
b=(N-q)-q=N-2q .
$$

Let $E_b$ be the total energy without rest energy. It is negative for a bound atom. Then

$$
E_b=E_{\rm abs}-Nmc^2=mc^2(N-2q)-Nmc^2=-2mc^2q ,
$$

or

$$
\boxed{q=-\frac{E_b}{2mc^2}}
$$

in the mean-field models named above, with a point nucleus and a complete basis. The small charge of an atom can be read from its total energy. In light atoms $E_b$ hardly depends on $c$, so that $q$ varies nearly as $c^{-2}$ and the spurious energy nearly as $c^{-4}$. In heavy atoms the fall with growing $c$ is somewhat steeper, because $|E_b|$ decreases too.

The one-electron ion provides an independent check. For the $1s$ state, with radial functions $P$ and $Q$ for the large and small components, the Dirac equation reads

$$
\hbar c\left(P'-\frac Pr\right)=\left(E+mc^2+\frac{Ze^2}{r}\right)Q,
$$

$$
-\hbar c\left(Q'+\frac Qr\right)=\left(E-mc^2+\frac{Ze^2}{r}\right)P .
$$

Try $P=r^{\gamma}e^{-kr}$ and $Q=\tau P$, with $k$ now a decay constant. Then $P'=(\gamma/r-k)P$. The terms in $1/r$ give

$$
\gamma-1=Z\alpha\,\tau,\qquad -\tau(\gamma+1)=Z\alpha .
$$

Eliminating $\tau$ yields $1-\gamma^2=(Z\alpha)^2$, so $\gamma=\sqrt{1-(Z\alpha)^2}$. Furthermore

$$
\tau^2=\frac{(1-\gamma)^2}{(Z\alpha)^2}=\frac{1-\gamma}{1+\gamma},\qquad
q=\frac{\tau^2}{1+\tau^2}=\frac{1-\gamma}{2}.
$$

The terms without $1/r$ are $-\hbar ck=(E+mc^2)\tau$ and $\hbar ck\tau=E-mc^2$. Eliminating $k$ gives $E-mc^2=-(E+mc^2)\tau^2$, hence $E=mc^2(1-\tau^2)/(1+\tau^2)=mc^2\gamma$. This agrees with $E_b=-2mc^2q$. For small $Z\alpha$ the charge becomes $q\simeq(Z\alpha)^2/4$.

For $Z=74$ the formulas give $q=0.07917$ and $E_b=-2973.40$ hartree. A direct solution of the radial equation on a grid gives the same charge to these digits and $-2973.44$ hartree.

### No response to a uniform shift

We can now find the stationary value of $\mathcal E_A-uq_A$. By the mass argument it is

$$
G(u)=-\frac{Nu}{2}+\left(1+\frac{u}{2mc^2}\right)E_{\rm abs}.
$$

Insert $E_{\rm abs}=Nmc^2+E_b$ in the term with $u$:

$$
G(u)=E_{\rm abs}-\frac{Nu}{2}+\frac{Nu}{2}+\frac{uE_b}{2mc^2}=E_{\rm abs}-uq .
$$

The energy is linear in $u$, without a quadratic term, and $q$ does not change because $b$ does not change. It follows that

$$
\mathcal E_A[\psi_A(u)]=G(u)+uq_A=E_{\rm abs}.
$$

The atom contracts, but its own energy stays where it was. Since the charges of both atoms are unaltered, the equations for $A$ and $B$ are satisfied together, and

$$
\mathcal F=E_{\rm abs}^A+E_{\rm abs}^B-\frac{e^2q_Aq_B}{R}.
$$

The uniform part of the spurious potential produces no error of order $R^{-2}$. This is the justification for using free-atom charges.

The linearity can be tested with a shift far larger than any that occurs between atoms. For a fluorine atom with local exchange, a point nucleus and $u=2000$ hartree, the self-consistent energy falls by $5.248$ hartree, equal to $uq$ within $10^{-5}$ hartree. The small charge remains $0.002624$.

### What the correction leaves out

The spurious potential is not quite uniform over atom $A$. Let $\mathbf n$ be the unit vector from $A$ to $B$, and measure $\mathbf r$ from nucleus $A$. Then

$$
-\frac{e^2q_B}{|R\mathbf n-\mathbf r|}
=-\frac{e^2q_B}{R}-\frac{e^2q_B\,\mathbf n\cdot\mathbf r}{R^2}-\dots
$$

The second term averages to zero over a spherical density. It can, however, polarize the atom. For an atom that responds linearly and has a neutral partner, the resulting energy is quadratic in the field $\propto q_B/R^2$, and so of order $q_B^2R^{-4}$. Its coefficient is not the ordinary polarizability, because this field acts on the small component alone. The coefficient is of order $c^{-4}$ in atomic units: for the hydrogen atom it is about $-0.03\,c^{-4}\approx-9\times10^{-11}$, against $4.5$ for the ordinary polarizability. If the partner is charged, its genuine field adds a cross term linear in $q_B$, also of order $R^{-4}$, with a coefficient of order $c^{-2}$. The point-charge term does not repair this error.

Penetration, interatomic exchange and overlap densities are also left out; all are short-ranged. At bonding distances the atoms are neither free nor spherical, and the correction becomes an approximation whose quality must be judged.

One useful estimate is available. Scale the orbitals of a whole molecule by $\lambda$ and its nuclear distances by $1/\lambda$. All Coulomb terms, including nuclear repulsion, again scale as $\lambda$. At an equilibrium geometry the energy is stationary with respect to the nuclear positions as well, so the same relation $E_b=-2mc^2q$ holds for the molecule when all integrals are kept. If binding lowers the energy by $D$, then

$$
q_{\rm molecule}-\sum_Aq_A=\frac{D}{2mc^2}.
$$

For $D=0.1$ hartree and $2mc^2=37558$ hartree this is $3\times10^{-6}$ electrons. Bond formation thus hardly alters the total small charge, although this relation does not say how the charge is shared among the atoms.

With nuclei of finite size, the nuclear attraction no longer scales as a pure inverse length. The relation between $q$ and $E_b$ and the strict linearity in $u$ then acquire corrections. The count of charges that led to $-e^2q_Aq_B/R$ is unaffected.

### Tungsten and fluorine

We treat free atoms with the Dirac equation, local exchange, point nuclei and spherically averaged shells, with $5d^46s^2$ for tungsten. Correlation, the Breit interaction and nuclear size are omitted. The computed total energies give

$$
q_{\rm F}=\frac{98.550}{37557.73}=0.002624,\qquad
q_{\rm W}=\frac{16149.27}{37557.73}=0.42999 .
$$

Direct integration of the small-component densities gives the same values. The digits are kept only to compare the two routes on the same grid. Their agreement does not measure the grid error, because a logarithmic grid nearly preserves the scaling behind the relation. That error is about one part in $10^5$ of the energy for the ion and for fluorine and about three parts in $10^5$ for tungsten: the converged values of the same model are $-98.549$ and $-16148.8$ hartree, with $q_{\rm W}=0.42997$. A tungsten nucleus of realistic finite size lowers $q_{\rm W}$ further to $0.42980$, while $-E_b/(2mc^2)$ becomes $0.42991$. The last digits are therefore not significant, even within the model, and the omitted effects add to the uncertainty for real atoms.

Put two such atoms at the chosen distance $R=5$ bohr. In atomic units $e^2=1$, and for tungsten

$$
E_{\rm spur}=-\frac{(0.42999)^2}{5}=-0.0370\ \text{hartree}=-1.01\ \text{eV}.
$$

The inward force is $0.0370/5=0.0074$ hartree/bohr. For two fluorine atoms the energy is

$$
E_{\rm spur}=-\frac{(0.002624)^2}{5}=-1.38\times10^{-6}\ \text{hartree}=-3.7\times10^{-5}\ \text{eV}.
$$

The two cases differ by a factor of about $2.7\times10^4$, the square of the ratio of the small charges. In the light pair this long-range error is far below chemical energies. In the heavy pair it is of the size of a chemical energy. These numbers measure the error due to the omitted integrals; they are not binding energies of the molecules.

The spurious potential on the small component of each tungsten atom is $u=0.42999/5=0.086$ hartree. The associated relative contraction is $u/(2mc^2)\simeq2.3\times10^{-6}$. The energy error is large even though the orbitals hardly change.

How good are point charges? Quadrature over the two small-component clouds of tungsten gives a repulsion below the point-charge value, as required by the shell argument. The deficit, relative to the point-charge value, is $1.5\times10^{-5}$ at 3 bohr, $1.1\times10^{-6}$ at 5 bohr and $2\times10^{-9}$ at 10 bohr. For these frozen spherical clouds, penetration is negligible.

### Two beryllium atoms with and without the integrals

The charge count can be tested without assuming it. We compute two beryllium atoms by four-component Hartree–Fock theory, once with all integrals and once with all $(SS|SS)$ integrals omitted. To enlarge the effect, $c$ is set to 20 atomic units. The large-component basis contains $s$ functions only. An isolated atom then cannot polarize, and in the pair only the tails of the partner's functions allow a slight polarization. This is a test of the formula, not a model of real beryllium.

Omission lowers the energy of one atom from $-14.696749$ to $-14.696944$ hartree, by $1.95\times10^{-4}$ hartree. This one-centre shift is larger than the interatomic effect we seek, but it is subtracted in the interaction energy. The small charge is $0.018334$ in both calculations. The virial value with all integrals is $14.696749/800=0.01837$, higher by 0.2 per cent. A finite basis is not closed under scaling, so the virial relation need not hold strictly in it.

At $R=10$ bohr the interaction energy is $7.516\times10^{-5}$ hartree with all integrals and $4.153\times10^{-5}$ hartree without $(SS|SS)$. The difference is

$$
-3.363\times10^{-5}\ \text{hartree},\qquad
-\frac{q^2}{R}=-\frac{(0.018334)^2}{10}=-3.361\times10^{-5}\ \text{hartree}.
$$

The correction leaves $-1.6\times10^{-8}$ hartree, or 0.05 per cent of the spurious term.

At $R=15$ bohr the interaction with all integrals has nearly vanished: it is $-9\times10^{-8}$ hartree. Without $(SS|SS)$ it is $-2.250\times10^{-5}$ hartree, almost all of it spurious. The difference of the two is $-2.2409\times10^{-5}$ hartree, which agrees with $-q^2/R$ in the digits given. The magnitude of the remainder drops from $1.6\times10^{-8}$ to $3.9\times10^{-12}$ hartree, by more than three orders of magnitude, whereas a term in $R^{-4}$ would drop only by $(15/10)^4\approx5$. The remainder at 10 bohr is therefore short-ranged; its separate parts were not computed.

The origin of the faint attraction with all integrals at 15 bohr was not examined; the test concerns only the difference between the two calculations. The full set of values stands in the numerical output.

## Numbers as computed

```
speed of light c = 137.035999 a.u.
2 m c^2 = 37557.730 hartree
Hydrogen-like ion, Z = 74, 1s state
  energy, grid = -2973.440 hartree
  energy, formula = -2973.401 hartree
  small charge, grid = 0.079170 electrons
  small charge, formula = 0.079169 electrons
Neutral atoms, Dirac equation with local exchange only
  F: total energy E = -98.550 hartree
  F: small charge q, integrated = 0.002624 electrons
  F: -E/(2mc^2) = 0.002624 electrons
  W: total energy E = -16149.272 hartree
  W: small charge q, integrated = 0.429985 electrons
  W: -E/(2mc^2) = 0.429985 electrons
F atom with shift u = 2000 hartree on small component
  energy lowering, computed = 5.24793 hartree
  energy lowering, u*q = 5.24793 hartree
  small charge with shift = 0.002624 electrons
Two W atoms: small-small repulsion, cloud and point charges
  R = 3.0 bohr: cloud 0.0616281, point 0.0616290 hartree
    relative penetration error = 1.49e-05
  R = 5.0 bohr: cloud 0.0369774, point 0.0369774 hartree
    relative penetration error = 1.14e-06
  R = 10.0 bohr: cloud 0.0184887, point 0.0184887 hartree
    relative penetration error = 1.94e-09
Spurious attraction at R = 5.0 bohr
  F pair: energy = -1.3770e-06 hartree = -3.7471e-05 eV
  F pair: inward force = 2.7541e-07 hartree/bohr
  W pair: energy = -3.6977e-02 hartree = -1.0062e+00 eV
  W pair: inward force = 7.3955e-03 hartree/bohr
Be test, four-component Hartree-Fock, c = 20 a.u.
  atom energy, all integrals = -14.696749 hartree
  atom energy, no (SS|SS) = -14.696944 hartree
  small charge, all integrals = 0.018334 electrons
  small charge, no (SS|SS) = 0.018334 electrons
  R = 10 bohr, interaction energies in hartree:
    all integrals = 7.5157e-05, no (SS|SS) = 4.1527e-05
    difference = -3.36300e-05, -q^2/R = -3.36139e-05
    left after correction = -1.6e-08
  R = 15 bohr, interaction energies in hartree:
    all integrals = -9.2980e-08, no (SS|SS) = -2.2502e-05
    difference = -2.24092e-05, -q^2/R = -2.24092e-05
    left after correction = 3.9e-12
```
